# Channelling and the Displacement Count in a Hard-Sphere Cascade

## 1. A recoil that cannot multiply

An atom in a crystal is struck and receives an energy $T$. If $T$ is below the displacement threshold $E_d$, it stays on its site and nothing is displaced. If $T$ lies between $E_d$ and $2E_d$, it leaves its site, and one vacancy exists. Can its later collisions make more?

Let the moving atom, with energy $E<2E_d$, hit a lattice atom of the same kind and transfer an energy $\epsilon$. Three rules settle what follows:

- The struck atom leaves its site if $\epsilon>E_d$.
- A striker left with less than $E_d$ beside a site just emptied falls into that site.
- No energy is spent on breaking bonds, so the two atoms share the whole of $E$.

If $\epsilon<E_d$, the struck atom stays and no vacancy is added. If $\epsilon>E_d$, the struck atom leaves, but the striker keeps $E-\epsilon<E_d$ and fills the hole. One vacancy is made and one is removed. The count stays at one through every later collision.

Let $\nu(T)$ be the mean number of displaced atoms produced by a recoil of energy $T$, the recoil itself included. Then

$$
\nu(T)=0\quad(T<E_d),\qquad \nu(T)=1\quad(E_d<T<2E_d).
$$

This counts interstitials, or equally vacancies, before any thermal recombination.

## 2. Multiplication without channelling

Now let $T>2E_d$. After the first collision the partners have energies $\epsilon$ and $T-\epsilon$. They cannot both be below $E_d$, so there are three cases:

- Both exceed $E_d$. Two displaced atoms are moving, and their later counts add to $\nu(\epsilon)+\nu(T-\epsilon)$.
- Only the struck atom exceeds $E_d$. The striker replaces it, leaving $\nu(\epsilon)$. Since $\nu(T-\epsilon)=0$, this is again the sum.
- Only the striker exceeds $E_d$. It continues, leaving $\nu(T-\epsilon)$. Since $\nu(\epsilon)=0$, this too is the sum.

The sum would fail below $2E_d$. There both partners could fall short of $E_d$; the sum would give zero, although the striker remains as an interstitial. This is why the interval from $E_d$ to $2E_d$ was treated separately.

The distribution of $\epsilon$ is also needed. For equal masses, a collision with centre-of-mass scattering angle $\theta$ transfers

$$
\epsilon=\frac{T}{2}(1-\cos\theta).
$$

Hard spheres scatter isotropically in the centre-of-mass frame, so $\cos\theta$ is uniform on $(-1,1)$. Hence $\epsilon$ is uniform on $(0,T)$, with density $1/T$, and

$$
\nu(T)=\frac1T\int_0^T[\nu(\epsilon)+\nu(T-\epsilon)]\,d\epsilon
=\frac2T\int_0^T\nu(\epsilon)\,d\epsilon .
$$

The last step substitutes $\epsilon\to T-\epsilon$ in the second term, which makes the two integrals equal.

Multiply by $T$ and differentiate:

$$
\nu+T\nu'=2\nu\quad\Rightarrow\quad T\nu'=\nu .
$$

So $\nu$ is proportional to $T$. The constant follows from the integral equation at $T=2E_d$. The integral there is $0\cdot E_d+1\cdot E_d=E_d$, so $\nu(2E_d)=2E_d/(2E_d)=1$. With

$$
x=\frac{T}{2E_d},
$$

the result for $x\ge1$ is $\nu=x$. It joins the plateau of Section 1 continuously.

## 3. A chance to channel on every flight

An atom that enters an open channel between rows or planes of the crystal makes few violent collisions. Idealize this as follows. A channelled atom displaces nothing more, gives its remaining energy to electrons and stops as one interstitial. It therefore counts as one.

It must also be said when the chance is taken. Suppose first that the initial recoil draws once at its start, and that **both atoms leaving each collision draw afresh**, each with the same probability $p$ at all energies. The striker may thus channel after its tenth collision although it did not after its ninth.

For $T>2E_d$, the recoil channels with probability $p$ and contributes one. With probability $1-p$ it collides, and the average of Section 2 applies:

$$
\nu(T)=p+(1-p)\frac2T\int_0^T\nu(\epsilon)\,d\epsilon .
$$

Below $2E_d$ nothing changes: a displaced atom counts as one whether it channels or not. The integral up to $2E_d$ is still $E_d$, and therefore

$$
\nu(2E_d)=p+(1-p)\frac{2E_d}{2E_d}=1 .
$$

Multiply the integral equation by $T$ and differentiate:

$$
\nu+T\nu'=p+2(1-p)\nu .
$$

Moving $\nu$ to the right gives

$$
T\nu'=(1-2p)\nu+p .
$$

Write $a=1-2p$ and take $a\ne0$. Since $T\,d/dT=x\,d/dx$, the shifted quantity $w=\nu+p/a$ obeys

$$
x\frac{dw}{dx}=a\nu+p=aw,
$$

so $w=Cx^a$. At $x=1$, $\nu=1$, which fixes

$$
C=1+\frac pa=\frac{1-2p+p}{1-2p}=\frac{1-p}{1-2p}.
$$

The count for $x\ge1$ is

$$
\boxed{\;\nu=\frac{(1-p)\,x^{1-2p}-p}{1-2p}\;},\qquad p\ne\tfrac12 .
$$

For $p<1/2$ the first term grows without limit and the second is constant, so the leading growth is $T^{1-2p}$. The power law is the large-energy form, not the whole count.

### Limits in p

At $p=0$ the formula returns $\nu=x$. At $p=1$ it gives $(0-1)/(-1)=1$, as it must when the first recoil always channels.

At $p=1/2$ the differential equation becomes $x\,d\nu/dx=1/2$, with solution

$$
\nu=1+\tfrac12\ln x .
$$

The general formula has the same limit. Put $1-p=(1+a)/2$, $p=(1-a)/2$ and $x^a=1+a\ln x+O(a^2)$:

$$
\nu=\frac{(1+a)(1+a\ln x)-(1-a)}{2a}+O(a)
=\frac{2a+a\ln x}{2a}+O(a).
$$

As $a\to0$ this tends to $1+\frac12\ln x$.

For $p>1/2$ the exponent is negative. The term in $x^{1-2p}$ dies away and the count saturates at

$$
\nu_\infty=\frac{p}{2p-1}.
$$

The change at $p=1/2$ has a simple meaning. Far above threshold, one flight leads on average to $2(1-p)$ new flights. If this number is below one, the cascade dies out by channelling however much energy it was given.

### How soon the power law is reached

The local exponent follows from dividing the differential equation by $\nu$:

$$
\frac{d\ln\nu}{d\ln T}=1-2p+\frac p\nu .
$$

At $x=1$ it equals $1-p$. For $0<p<1/2$ it falls towards $1-2p$ as $\nu$ grows. Near $p=1/2$ the approach is slow: the two terms of $\nu$ separate only when $(1-2p)\ln x\gg1$.

## 4. Where the factor 2 comes from

Far above threshold, drop the constant $p$ and try $\nu\propto T^s$ with $s>0$. Since $\int_0^T\epsilon^s d\epsilon=T^{s+1}/(s+1)$, the integral equation requires

$$
1=\frac{2(1-p)}{1+s}\quad\Rightarrow\quad s=1-2p .
$$

The 2 counts the partners leaving a collision. It multiplies $p$ because both of them draw. A constant probability for every atom is therefore not enough to fix the exponent; the rule for the striker matters too.

To see this, let a newly struck atom draw with probability $p$, as does the first recoil, but let a striker redraw after each collision with probability $q$. Let $u(T)$ be the mean count of an atom known not to channel on its present flight. As before, $u=0$ below $E_d$ and $u=1$ from $E_d$ to $2E_d$.

After a collision, a struck atom with $\epsilon>E_d$ contributes $p+(1-p)u(\epsilon)$; below $E_d$ it contributes zero. The striker's contribution has the same form with $q$ in place of $p$. Integrating both over the uniform transfer gives

$$
Tu=(2-p-q)\int_0^T u\,d\epsilon+(p+q)(T-E_d).
$$

The factor $T-E_d$ is the length of the interval in which a channelled atom counts as displaced. At $T=2E_d$ the right side is $(2-p-q)E_d+(p+q)E_d=2E_d$, so $u(2E_d)=1$.

Differentiate and subtract $u$:

$$
Tu'=(1-p-q)u+p+q .
$$

With $b=1-p-q\ne0$, the same shift as before gives

$$
u=\frac{x^b-(p+q)}{b},
$$

because the constant multiplying $x^b$ is $1+(p+q)/b=1/b$. The first recoil has yet to draw, so its count is

$$
\nu=p+(1-p)u .
$$

The exponent is $1-p-q$: each partner removes its own channelling probability from the linear exponent.

**Both draw, $q=p$.** Then $b=1-2p$ and

$$
\nu=\frac{p(1-2p)+(1-p)x^{1-2p}-2p(1-p)}{1-2p}.
$$

The constant terms add to $p-2p^2-2p+2p^2=-p$, which recovers the boxed result.

**One draw per atom, $q=0$.** Then $b=1-p$ and

$$
\nu=p+(1-p)\frac{x^{1-p}-p}{1-p}=x^{1-p}.
$$

This is a pure power for all $x\ge1$, but with exponent $1-p$. The exponent $1-2p$ belongs to the rule of fresh draws.

A Monte Carlo simulation shows the difference at $x=250$. It followed 10 000 cascades for each case, adding a vacancy when an atom left its site and removing one at each replacement. The uncertainties are standard errors of the mean.

| $p$ | Rule | Simulation | Formula |
|---|---|---:|---:|
| 0.05 | fresh draws | 152.2 ± 0.6 | 151.9 |
| 0.05 | single draw | 190.5 ± 0.6 | 189.7 |
| 0.20 | fresh draws | 36.2 ± 0.3 | 36.3 |
| 0.20 | single draw | 82.4 ± 0.6 | 82.9 |

At $p=0.20$ the choice of rule changes the count by more than a factor of two.

## 5. A ruthenium recoil of 20 keV

Take a ruthenium atom set moving with $T=20\,000$ eV deep inside ruthenium metal, as can happen during implantation of ruthenium ions. Use $E_d=40$ eV and $p=0.05$, both rough typical inputs, with fresh draws. Then

$$
x=\frac{20\,000}{2\times40}=250,\qquad 1-2p=0.90 .
$$

The prefactor is $0.95/0.90=1.0556$ and the subtracted constant is $0.05/0.90=0.0556$. With $250^{0.90}=143.93$,

$$
\nu=1.0556\times143.93-0.0556\approx152 .
$$

The linear law gives 250, so channelling lowers the model count by 39% relative to it. The loss is much larger than 5% because the chance to channel returns at each generation of collisions. At other energies, with $E_d$ and $p$ held fixed:

| $T$ (eV) | Linear count | With channelling |
|---:|---:|---:|
| 200 | 2.5 | 2.35 |
| 1000 | 12.5 | 10.2 |
| 5000 | 62.5 | 43.6 |
| 20 000 | 250 | 152 |

From 5000 to 20 000 eV the energy rises fourfold, but the count rises by a factor of about 3.5. The local exponent at the upper end is $0.90+0.05/152\approx0.900$. The bare power $x^{0.90}$ gives 144, which is 5% below the full count. That gap comes mainly from the prefactor, so more energy does not remove it.

## 6. What the model leaves out

Each estimate below changes one assumption and keeps the others. They overlap, so their factors should not be multiplied together.

**Electronic loss outside channels.** Unchannelled atoms also lose energy to electrons. The Lindhard partition, with Robinson's fit, gives the energy left for atomic collisions:

$$
T_{\rm dam}=\frac{T}{1+k\,g(e)},\qquad
g=3.4008\,e^{1/6}+0.40244\,e^{3/4}+e .
$$

For equal atoms of atomic number $Z$ and mass number $A$, $k=0.1337\,Z^{1/6}(Z/A)^{1/2}$. The reduced energy $e$ is half of $T$ divided by the Coulomb energy of two bare nuclei at the screening length $0.8853\,a_0/(\sqrt2\,Z^{1/3})$, where $a_0$ is the Bohr radius. For ruthenium, $Z=44$ and $A=101.07$ give $k=0.166$ and $e=0.0337$. The damage energy is about 15 000 eV, and putting it in place of $T$ lowers the count from 152 to about 117. This substitution is crude. It removes the whole electronic loss at the start, including the part lost below $2E_d$, where multiplication has already ended. If the same partition is spread over every flight of the cascade, the count is about 131.

**Soft scattering.** Real atoms are not hard spheres, and small transfers are favoured. To size this, the integral equation was solved step by step on an energy grid with a transfer density proportional to $\epsilon^{-4/3}$ between $E_d$ and $T$. Transfers below $E_d$ were left out, and with them the energy they carry away. The count is about 312 at $p=0$ and 122.5 at $p=0.05$. The 312 is not an estimate for real atoms: with the small transfers included, the count at $p=0$ falls below the hard-sphere 250. The ratio of the two counts is 0.39, where hard spheres give 0.61, but it belongs to the cut at $E_d$. If softer collisions also bring fresh draws, there are more chances to channel and the ratio is smaller still. The value of $p$ thus has meaning only together with a scattering law, a drawing rule and a smallest transfer that counts as a collision.

**A channelling probability that depends on energy.** Above a minimum energy, the range of directions that a channel accepts narrows as the energy rises. Let $p$ fall as $E^{-1/2}$, with the value 0.05 kept at 1000 eV. It is then 0.177 at $2E_d$ and 0.011 at 20 000 eV. The same numerical method, with hard spheres, gives about 164 displaced atoms, 8% above the constant-$p$ count. The low-energy end of this law is not realistic. A slow atom feels the atoms of a row one by one rather than as a smooth wall, and a rough continuum-row estimate for ruthenium in ruthenium puts the onset of axial channelling near 300 eV. Setting $p=0$ below 300 eV raises this count to about 186, and the constant-$p$ count from 152 to about 161.

The change in the growth law goes deeper than this modest shift. Let $F(T)=\int_0^T\nu\,d\epsilon$. With $p$ depending on $T$, the integral equation reads

$$
F'=p(T)+\frac{2[1-p(T)]}{T}F .
$$

Without the first term on the right, its solution is proportional to

$$
M(T)=T^2\exp\left[-2\int_{2E_d}^{T}\frac{p(E)}{E}\,dE\right].
$$

For $p\propto E^{-1/2}$ the integral in the exponent converges as $T\to\infty$, so $M\propto T^2$ at high energy. The first term on the right adds a factor $\text{constant}+\int p/M\,dT$, which also converges. Hence $F\propto T^2$ and $\nu\propto T$: linear growth returns, with a reduced coefficient. For constant $p$ the exponent contains $-2p\ln T$, and this logarithm is what turns the linear law into a power $1-2p$.

**Recombination.** Much of the damage energy is released in a small region. In the classical estimate of $3k_B$ per atom, heating from 300 K to a rough melting temperature of 2600 K takes 0.595 eV per atom. The damage energy could so heat about

$$
\frac{15\,025}{0.595}\approx25\,000
$$

atoms, if none of it escaped and the heat of melting were ignored. In the model itself, with $p=0.05$, channelled atoms above $2E_d$ pass about 44% of this energy to electrons, which leaves enough for about 14 000 atoms. This is far more than the number displaced, so many vacancies and interstitials can meet while the region is hot. If a fraction 0.3 survives, the 152 displaced atoms leave about 46. This rough figure for energetic cascades in metals is normally quoted relative to the standard count $0.8\,T_{\rm dam}/2E_d$, which is about 150 here and only happens to lie close to 152.

For real implantation, then, the 152 is a model count of initial displacements, not a measured number of defects. Recombination lowers it by about a factor of three with the assumed survival fraction, a larger change than the electronic loss or the energy-dependent $p$ estimated above. Later annealing changes the damage again through defect migration, which the model does not contain. The law $T^{1-2p}$ describes how constant channelling limits multiplication in a hard-sphere cascade. To use it for a material, $p$ has to stay nearly constant over the energies concerned, and the drawing rule has to be stated with it.
